**Equilibrium charge of 10 nm particles at 1000 K**

The program tests the charge distribution f_n = exp(−λn²)/Z, where n is the charge number, λ = e²/(8πε₀ak_BT), a is the particle radius, T is the temperature and Z is the normalizing sum. It asserts that the integrated field energy gives the self-energy, and that the neutral fraction found by exact convolution for neutral clouds of 200 and 400 particles exceeds f₀ by the predicted finite-size correction, although the energy contains a linear term. It also asserts the Poisson-summation formula, the bound on the omitted terms, and a neutral fraction within 0.005 of 0.52. The output gives λ = 0.8355 and a neutral fraction of 51.57 percent. Further assertions cover the volume-charge energy, the carrier statistics of a small silicon particle, and the capture factors for collisionless ions. The estimates of neglected effects use rough material and gas parameters. They show that a charge bias or one-way ion capture can shift the neutral fraction by several percentage points.

## Verification by program

```python
"""Equilibrium charge of small spherical particles in a hot gas.
Result under test: the fraction of particles with charge number n is
f_n = exp(-lam*n^2)/Z, lam = e^2/(8 pi eps0 a kB T), and for radius
a = 10 nm at T = 1000 K the neutral fraction f_0 is about 0.52.
Z is the sum of exp(-lam*n^2) over all integers n.
The program also sizes effects that this distribution leaves out.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import iv

e, eps0, kB = const.e, const.epsilon_0, const.k
radius, temperature = 10e-9, 1000.0
kT = kB * temperature
charges = np.arange(-12, 13)


def coulomb_parameter(a, T):
    return e**2 / (8 * math.pi * eps0 * a * kB * T)


def fractions(lam, extra=1.0):
    weights = np.exp(-lam * charges**2) * extra
    return weights / weights.sum()


def neutral(distribution):
    return distribution[charges == 0][0]


lam = coulomb_parameter(radius, temperature)
f = fractions(lam)
f0 = neutral(f)
Z = np.exp(-lam * charges**2).sum()

# Self-energy from the field energy, in units of kT, with r = a*s.
eps_r = 12.0


def outside_density(s):
    field = e / (4 * math.pi * eps0 * (radius * s)**2)
    return 0.5 * eps0 * field**2 * 4 * math.pi * (radius * s)**2 * radius / kT


def inside_density(s):
    field = e * s / (4 * math.pi * eps0 * eps_r * radius**2)
    return (0.5 * eps0 * eps_r * field**2
            * 4 * math.pi * (radius * s)**2 * radius / kT)


outside = quad(outside_density, 1, np.inf)[0]
inside = quad(inside_density, 0, 1)[0]
assert abs(outside / lam - 1) < 1e-8
volume_factor = 1 + 1 / (5 * eps_r)
assert abs((outside + inside) / (lam * volume_factor) - 1) < 1e-8


# Exact one-particle distribution in a finite cloud of total charge zero.
# The linear energy term (0.7 kT per charge) must drop out.
def finite_cloud_neutral(number):
    n = np.arange(-8, 9)
    w = np.exp(-lam * n**2 - 0.7 * n)
    w /= w.sum()
    rest = np.array([1.0])
    for _ in range(number - 1):
        rest = np.convolve(rest, w)
    centre = 8 * (number - 1)
    p = w * rest[centre - n]
    return p[n == 0][0] / p.sum()


cloud_200, cloud_400 = finite_cloud_neutral(200), finite_cloud_neutral(400)
for size, value in ((200, cloud_200), (400, cloud_400)):
    # The leading relative deviation is 1/(2*size); next order is smaller.
    assert abs(2 * size * (value / f0 - 1) - 1) < 0.05

# Poisson summation, tail bound and the claimed percentage.
Z_poisson = math.sqrt(math.pi / lam) * (1 + 2 * math.exp(-math.pi**2 / lam))
assert abs(Z_poisson / Z - 1) < 1e-12
tail = np.exp(-lam * charges[np.abs(charges) >= 4]**2).sum()
tail_bound = 2 * math.exp(-16 * lam) / (1 - math.exp(-9 * lam))
assert tail < tail_bound
assert abs(f0 - 0.52) < 0.005

# Linear bias and charge spread through the volume.
bias_eV = 0.05
f_bias = fractions(lam, np.exp(charges * bias_eV * e / kT))
f0_volume = neutral(fractions(lam * volume_factor))

# Few thermal carriers in undoped silicon.
gap_eV, mass_ratio = 0.9, 1.1
mass = mass_ratio * const.m_e
band_density = 2 * (2 * math.pi * mass * kT / const.h**2)**1.5
dos_factor = (2 * mass * kT / const.hbar**2)**1.5 / (2 * math.pi**2)
band_integral = quad(lambda y: 2 * y**2 * math.exp(-y**2), 0, np.inf)[0]
assert abs(dos_factor * band_integral / band_density - 1) < 1e-7
intrinsic = band_density * math.exp(-gap_eV * e / (2 * kT))
carriers = intrinsic * 4 * math.pi * radius**3 / 3
for n in range(4):
    explicit = sum(carriers**(2 * k + n)
                   / (math.factorial(k) * math.factorial(k + n))
                   for k in range(60))
    assert abs(explicit / iv(n, 2 * carriers) - 1) < 1e-10
f0_silicon = neutral(fractions(lam, iv(np.abs(charges), 2 * carriers)))

# Collisionless capture of a positive ion by a particle of charge n.
# s = r/a; x = ion energy/kT; the flux weight is x*exp(-x).
gap_grid = np.geomspace(1e-6, 1e3, 2000)
s_grid = 1 + gap_grid
y_step = 7.0 / 1000
y_grid = (np.arange(1000) + 0.5) * y_step
x_grid = y_grid**2


def capture_factor(n, image):
    potential = 2 * lam * n / s_grid
    if image:
        potential = potential - lam / (s_grid**2 * gap_grid * (s_grid + 1))
    b2 = s_grid**2 * (1 - potential / x_grid[:, None])
    b2 = np.maximum(b2.min(axis=1), 0)
    return np.sum(x_grid * np.exp(-x_grid) * b2 * 2 * y_grid) * y_step


assert abs(capture_factor(-1, False) / (1 + 2 * lam) - 1) < 2e-3
assert abs(capture_factor(1, False) / math.exp(-2 * lam) - 1) < 2e-3
neutral_capture = capture_factor(0, True)
assert abs(neutral_capture / (1 + math.sqrt(math.pi * lam)) - 1) < 2e-3


def steady_state(image):
    top = 5
    rate = {n: capture_factor(n, image) for n in range(-top, top + 1)}
    size = 2 * top + 1
    generator = np.zeros((size, size))
    for i in range(size):
        n = i - top
        if i + 1 < size:
            generator[i + 1, i] += rate[n]
            generator[i, i] -= rate[n]
        if i > 0:
            generator[i - 1, i] += rate[-n]
            generator[i, i] -= rate[-n]
    generator[-1, :] = 1
    target = np.zeros(size)
    target[-1] = 1
    p = np.linalg.solve(generator, target)
    # Pairwise balance must reproduce the solution of the full rate system.
    for n in range(0, 3):
        ratio = rate[n] / rate[-(n + 1)]
        assert abs(p[top + n + 1] / p[top + n] / ratio - 1) < 1e-7
    return p[top], p[top + 1]


plain0, plain1 = steady_state(False)
image0, image1 = steady_state(True)
assert image0 < plain0

# Ion supply, gas mean free path and interaction between neighbours.
ion_mass = 100 * const.atomic_mass
ion_speed = math.sqrt(8 * kT / (math.pi * ion_mass))
capture_rate = math.pi * radius**2 * ion_speed * neutral_capture
residence = 1.0
ion_density = 1 / (2 * capture_rate * residence)
molecule = 0.3e-9
free_path = kT / (math.sqrt(2) * math.pi * molecule**2 * const.atm)
particle_density = 1e16
spacing = particle_density**(-1 / 3)
neighbour_energy = e**2 / (4 * math.pi * eps0 * spacing)

print(f"particle radius: {radius*1e9:.1f} nm")
print(f"temperature: {temperature:.0f} K")
print(f"thermal energy kT: {kT/e:.5f} eV")
print(f"self-energy of one charge: {lam*kT/e:.5f} eV")
print(f"lambda: {lam:.5f} (no unit)")
for n in range(1, 5):
    print(f"weight exp(-lambda n^2), n={n}: {math.exp(-lam*n*n):.3e}")
print(f"sum Z: {Z:.5f} (no unit)")
print(f"bound on terms |n|>=4 in Z: {tail_bound:.2e} (no unit)")
print(f"neutral fraction f_0: {f0:.5f} = {100*f0:.2f} percent")
for n in range(1, 4):
    print(f"fraction with charge +{n} (same for -{n}): {f[charges==n][0]:.5f}")
print(f"square-root formula for f_0: {math.sqrt(lam/math.pi):.5f}")
print(f"relative Poisson term 2exp(-pi^2/lambda): "
      f"{2*math.exp(-math.pi**2/lam):.2e}")
print(f"f_0 in neutral cloud of 200 particles: {cloud_200:.5f}")
print(f"f_0 in neutral cloud of 400 particles: {cloud_400:.5f}")
for a, T in ((5e-9, 1000.0), (20e-9, 1000.0), (10e-9, 300.0)):
    other = coulomb_parameter(a, T)
    print(f"a={a*1e9:.0f} nm, T={T:.0f} K: lambda={other:.4f}, "
          f"f_0={neutral(fractions(other)):.4f}, "
          f"square root={math.sqrt(other/math.pi):.4f}")
print(f"bias tried: {bias_eV:.2f} eV per charge")
print(f"f_0 with bias: {neutral(f_bias):.4f}")
print(f"mean charge number with bias: {np.sum(charges*f_bias):.4f}")
print(f"relative permittivity, rough: {eps_r:.0f}")
print(f"self-energy factor, volume charge: {volume_factor:.4f}")
print(f"f_0 with volume charge: {f0_volume:.4f}")
print(f"silicon gap, rough: {gap_eV:.1f} eV")
print(f"density-of-states mass, rough: {mass_ratio:.1f} electron masses")
print(f"effective band density: {band_density*1e-6:.3e} cm^-3")
print(f"intrinsic carrier density: {intrinsic*1e-6:.3e} cm^-3")
print(f"carrier parameter m = n_i V: {carriers:.3f} (no unit)")
print(f"f_0 with few silicon carriers: {f0_silicon:.4f}")
print(f"ion capture steady state, no image: f_0={plain0:.4f}, "
      f"f_1={plain1:.4f}")
print(f"ion capture steady state, image: f_0={image0:.4f}, f_1={image1:.4f}")
print(f"capture factor, neutral, image: {neutral_capture:.3f} (no unit)")
print(f"ion mass, rough: {ion_mass/const.atomic_mass:.0f} u")
print(f"mean ion speed: {ion_speed:.1f} m/s")
print(f"ion capture coefficient, neutral: {capture_rate*1e6:.3e} cm^3/s")
print(f"residence time: {residence:.1f} s")
print(f"ion density needed, each sign: {ion_density*1e-6:.2e} cm^-3")
print(f"molecule diameter, rough: {molecule*1e9:.1f} nm")
print(f"gas mean free path at 760 Torr: {free_path*1e9:.0f} nm")
print(f"particle density, rough: {particle_density*1e-6:.1e} cm^-3")
print(f"mean particle spacing: {spacing*1e9:.0f} nm")
print(f"neighbour Coulomb energy: {neighbour_energy/e:.2e} eV")
print(f"neighbour energy over kT: {neighbour_energy/kT:.2e} (no unit)")
print("verified")
```

Output:

```
particle radius: 10.0 nm
temperature: 1000 K
thermal energy kT: 0.08617 eV
self-energy of one charge: 0.07200 eV
lambda: 0.83550 (no unit)
weight exp(-lambda n^2), n=1: 4.337e-01
weight exp(-lambda n^2), n=2: 3.537e-02
weight exp(-lambda n^2), n=3: 5.424e-04
weight exp(-lambda n^2), n=4: 1.564e-06
sum Z: 1.93913 (no unit)
bound on terms |n|>=4 in Z: 3.13e-06 (no unit)
neutral fraction f_0: 0.51570 = 51.57 percent
fraction with charge +1 (same for -1): 0.22363
fraction with charge +2 (same for -2): 0.01824
fraction with charge +3 (same for -3): 0.00028
square-root formula for f_0: 0.51570
relative Poisson term 2exp(-pi^2/lambda): 1.48e-05
f_0 in neutral cloud of 200 particles: 0.51699
f_0 in neutral cloud of 400 particles: 0.51634
a=5 nm, T=1000 K: lambda=1.6710, f_0=0.7254, square root=0.7293
a=20 nm, T=1000 K: lambda=0.4178, f_0=0.3647, square root=0.3647
a=10 nm, T=300 K: lambda=2.7850, f_0=0.8901, square root=0.9415
bias tried: 0.05 eV per charge
f_0 with bias: 0.4663
mean charge number with bias: 0.3472
relative permittivity, rough: 12
self-energy factor, volume charge: 1.0167
f_0 with volume charge: 0.5200
silicon gap, rough: 0.9 eV
density-of-states mass, rough: 1.1 electron masses
effective band density: 1.762e+20 cm^-3
intrinsic carrier density: 9.508e+17 cm^-3
carrier parameter m = n_i V: 3.983 (no unit)
f_0 with few silicon carriers: 0.5360
ion capture steady state, no image: f_0=0.5614, f_1=0.2102
ion capture steady state, image: f_0=0.4584, f_1=0.2411
capture factor, neutral, image: 2.620 (no unit)
ion mass, rough: 100 u
mean ion speed: 460.1 m/s
ion capture coefficient, neutral: 3.788e-07 cm^3/s
residence time: 1.0 s
ion density needed, each sign: 1.32e+06 cm^-3
molecule diameter, rough: 0.3 nm
gas mean free path at 760 Torr: 341 nm
particle density, rough: 1.0e+10 cm^-3
mean particle spacing: 4642 nm
neighbour Coulomb energy: 3.10e-04 eV
neighbour energy over kT: 3.60e-03 (no unit)
verified
```
